**Link-variable (Fukui-Hatsugai-Suzuki) Chern number and the Haldane-model phase boundary**

With $U_\mu(k)$ the phase of the overlap of band vectors at neighbouring mesh points and $F$ the principal argument of their product round a plaquette, $C_{\rm lat}=\sum F/2\pi$ is gauge invariant and an integer on any closed mesh with non-zero overlaps, and it equals the Chern number $C$ on fine meshes. For the Haldane model with hoppings $t_1=1$ and $t_2e^{\pm i\phi}$ and sublattice mass $M$, the lower band has $C=\frac12[{\rm sgn}(M+M_0)-{\rm sgn}(M-M_0)]$ with $M_0=3\sqrt3\,t_2\sin\phi$. The program asserts the Bloch matrix against a construction from the lattice geometry, invariance and integrality on random vectors, $F=-\omega/2$ modulo $2\pi$ against the spherical angle excess $\omega$, second-order convergence of $F/h^2$ to the curvature $\Omega$ for mesh step $h$, quadrature of $\Omega$, and a time-dependent pump that fixes the sign of $\sigma_{xy}=Ce^2/h$. It also asserts the sign formula at 672 parameter points, a bisected jump at $|M_0|$ for $N=12$, and an extrapolated shift coefficient within 2% of $8\pi^2/15$ for $N\times N$ meshes with $N$ not divisible by 3. For $t_2=0.2$, $\phi=\pi/2$, $M=0.5$ the output shows $C_{\rm lat}=1$ on a $6\times6$ mesh, a pumped shift of 0.9989 cells and $\sigma_{xy}=3.874\times10^{-5}$ S. At $M=0.95M_0$ the meshes $N=2,4,5,7,8,10$ return the wrong integer 0, and the extrapolated shift coefficient is 5.263 against 5.264. A final case has $C_{\rm lat}=1$ with a negative global gap.

## Program and output

```python
# Fukui-Hatsugai-Suzuki lattice Chern number and the Haldane model (energies in t1, hbar = 1).
# th_j = k.a_j; H = d0 + d.sigma periodic in th; u = lower-band vector; M = sublattice mass;
# left-turning second-neighbour hops carry t2*exp(i phi).
# U_mu = <u(k)|u(k+mu)>/|.|, F = arg[U1(k) U2(k+1) U1(k+2)* U2(k)*], C_lat = sum F / 2pi.
# Under test: F is gauge invariant; C_lat is an integer on any closed mesh; F -> Omega h^2 with
# Omega = 2 Im<d1 u|d2 u>; C = [sgn(M+M0) - sgn(M-M0)]/2 with M0 = 3 sqrt3 t2 sin(phi);
# an NxN mesh jumps at M0 if 3|N, else at M0 (1 - 8 pi^2/(15 N^2)); sigma_xy = C e^2/h.
import numpy as np
from scipy import constants

rng = np.random.default_rng(1)
pi, s3 = np.pi, np.sqrt(3.0)

def ham(x, y, M, phi, t2):
    x, y = np.broadcast_arrays(np.asarray(x, float), np.asarray(y, float))
    H = np.zeros(x.shape + (2, 2), complex)
    kb = (x, y - x, -y)
    H[..., 0, 0] = M + 2 * t2 * sum(np.cos(b + phi) for b in kb)
    H[..., 1, 1] = -M + 2 * t2 * sum(np.cos(b - phi) for b in kb)
    H[..., 0, 1] = 1 + np.exp(-1j * x) + np.exp(-1j * y)
    H[..., 1, 0] = np.conj(H[..., 0, 1])
    return H

def dvec(H):
    return np.stack([H[..., 0, 1].real, -H[..., 0, 1].imag,
                     (H[..., 0, 0] - H[..., 1, 1]).real / 2], -1)

def band(H, n=0):
    return np.linalg.eigh(H)[1][..., :, n]

def open_field(u):
    o1 = np.sum(np.conj(u[:-1]) * u[1:], -1)
    o2 = np.sum(np.conj(u[:, :-1]) * u[:, 1:], -1)
    U1, U2 = o1 / abs(o1), o2 / abs(o2)
    F = np.angle(U1[:, :-1] * U2[1:] * np.conj(U1[:, 1:]) * np.conj(U2[:-1]))
    A1, A2 = np.angle(U1), np.angle(U2)
    n = (F - (A1[:, :-1] + A2[1:] - A1[:, 1:] - A2[:-1])) / (2 * pi)
    return F, n, min(abs(o1).min(), abs(o2).min())

def closed_field(u):
    u = np.concatenate([u, u[:1]], 0)
    return open_field(np.concatenate([u, u[:, :1]], 1))

def mesh_states(N, par, n=0):
    g = 2 * pi * np.arange(N) / N
    return band(ham(g[:, None], g[None, :], *par), n)

def chern(N, par, n=0):
    c = closed_field(mesh_states(N, par, n))[0].sum() / (2 * pi)
    assert abs(c - round(c)) < 1e-8
    return int(round(c))

def M0_of(phi, t2):
    return 3 * s3 * t2 * np.sin(phi)

def C_formula(M, phi, t2):
    return int(round((np.sign(M + M0_of(phi, t2)) - np.sign(M - M0_of(phi, t2))) / 2))

eps = 1e-5
def dH(x, y, par):
    return ((ham(x + eps, y, *par) - ham(x - eps, y, *par)) / (2 * eps),
            (ham(x, y + eps, *par) - ham(x, y - eps, *par)) / (2 * eps))

def omega(x, y, par):
    E, V = np.linalg.eigh(ham(x, y, *par))
    lo, up = V[..., 0], V[..., 1]
    H1, H2 = dH(x, y, par)
    me = lambda a, O, b: np.einsum('...i,...ij,...j->...', np.conj(a), O, b)
    return 2 * (me(lo, H1, up) * me(up, H2, lo)).imag / (E[..., 1] - E[..., 0]) ** 2

# Bloch matrix assembled from the honeycomb geometry
def ham_geometry(x, y, M, phi, t2):
    a1, a2 = np.array([1.0, 0.0]), np.array([0.5, s3 / 2])
    pos = [np.zeros(2), (a1 + a2) / 3]
    H = np.diag([M, -M]).astype(complex)
    for s in range(2):
        hops = [(sp, n1, n2, n1 * a1 + n2 * a2 + pos[sp] - pos[s]) for sp in range(2)
                for n1 in range(-2, 3) for n2 in range(-2, 3)]
        isnn = lambda v: abs(np.hypot(*v) - 1 / s3) < 1e-9
        nn = [h[3] for h in hops if isnn(h[3])]
        for sp, n1, n2, r in hops:
            ph = np.exp(-1j * (n1 * x + n2 * y))
            if isnn(r):
                H[sp, s] += ph
            elif abs(np.hypot(*r) - 1) < 1e-9:
                v = [w for w in nn if isnn(r - w)][0]
                turn = np.sign(v[0] * (r - v)[1] - v[1] * (r - v)[0])
                H[sp, s] += t2 * np.exp(1j * phi * turn) * ph
    return H
for _ in range(5):
    p = rng.uniform(-3, 3, 5)
    assert np.allclose(ham(*p), ham_geometry(*p), atol=1e-12)

# gauge invariance and integrality for arbitrary non-smooth vectors
seen = set()
for _ in range(200):
    N1, N2 = rng.integers(1, 9, 2)
    u = rng.normal(size=(N1, N2, 3)) + 1j * rng.normal(size=(N1, N2, 3))
    u /= np.linalg.norm(u, axis=-1, keepdims=True)
    F, n, _m = closed_field(u)
    Fg, ng, _m = closed_field(u * np.exp(1j * rng.uniform(0, 2 * pi, (N1, N2, 1))))
    c = F.sum() / (2 * pi)
    assert abs(F - Fg).max() < 1e-9 and abs(c - round(c)) < 1e-9 and abs(c) <= N1 * N2 / 2
    assert abs(n - np.round(n)).max() < 1e-9
    assert np.round(n).sum() == round(c) == np.round(ng).sum()
    seen.add(int(round(c)))
assert len(seen) > 2
print("integers met on 200 random-vector meshes:", sorted(seen))

# plaquette phase against Girard's spherical angle excess
def solid(a, b, c):
    t = a @ np.cross(b, c)
    ang = lambda p, q, r: np.arctan2(abs(t), np.cross(p, q) @ np.cross(p, r))
    return np.sign(t) * (ang(a, b, c) + ang(b, c, a) + ang(c, a, b) - pi)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
for _ in range(100):
    nv = rng.normal(size=(2, 2, 3))
    nv /= np.linalg.norm(nv, axis=-1, keepdims=True)
    F = open_field(band(np.einsum('abi,ijk->abjk', nv, sig)))[0][0, 0]
    w = solid(nv[0, 0], nv[1, 0], nv[1, 1]) + solid(nv[0, 0], nv[1, 1], nv[0, 1])
    assert abs(np.exp(1j * F) - np.exp(-0.5j * w)) < 1e-9
sph = lambda lat, az: np.array([np.cos(lat) * np.cos(az), np.cos(lat) * np.sin(az), np.sin(lat)])
for D in (pi / 3, 2 * pi / 3):
    l1, l2 = 1e-3, -4e-4   # neglected terms are cubic in the latitudes
    w = solid(np.array([0., 0., 1.]), sph(l1, 0), sph(l2, D))
    assert abs(w - (D - (l1 + l2) * np.tan(D / 2))) < 5e-8

# worked example
t2, phi, M = 0.2, pi / 2, 0.5
par = (M, phi, t2)
M0 = M0_of(phi, t2)
K, Kp = (2 * pi / 3, 4 * pi / 3), (4 * pi / 3, 2 * pi / 3)
print(f"inputs: t1 = 1, t2 = {t2} t1, phi = {phi:.6f} rad, M = {M} t1")
print(f"M0 = 3 sqrt3 t2 sin(phi) = {M0:.6f} t1")
for name, P, m, sg in (("K", K, M - M0, 1), ("K'", Kp, M + M0, -1)):
    E = np.linalg.eigvalsh(ham(*P, *par))
    d1, d2 = (dvec(h) for h in dH(*P, par))
    J = d1[0] * d2[1] - d1[1] * d2[0]
    assert abs(dvec(ham(*P, *par))[2] - m) < 1e-12 and abs(E[1] - E[0] - 2 * abs(m)) < 1e-12
    assert abs(J - sg * s3 / 2) < 1e-8
    print(f"{name}: mass {m:.6f} t1, gap {E[1]-E[0]:.6f} t1, Jacobian {J:.6f} t1^2")
g = 2 * pi * np.arange(300) / 300
X, Y = np.meshgrid(g, g, indexing='ij')
small = abs(ham(X, Y, *par)[..., 0, 1]) < 0.05
dist = np.minimum(np.hypot(X - K[0], Y - K[1]), np.hypot(X - Kp[0], Y - Kp[1]))
assert small.any() and dist[small].max() < 0.15

corners = [(1, 3), (2, 3), (2, 4), (1, 4)]
us = []
for i, j in corners:
    Hc = ham(i * pi / 3, j * pi / 3, *par)
    v = band(Hc)
    us.append(v * np.exp(-1j * np.angle(v[0])))
    d = dvec(Hc)
    print(f"corner ({i},{j}) pi/3: d = ({d[0]:.4f}, {d[1]:.4f}, {d[2]:.4f}) t1")
ov = [np.vdot(us[i], us[(i + 1) % 4]) for i in range(4)]
print("overlap moduli round loop:", " ".join(f"{abs(o):.4f}" for o in ov))
print("link phases, A part real >0 (rad):", " ".join(f"{np.angle(o):.4f}" for o in ov))
u6 = mesh_states(6, par)
F6, n6, mn = closed_field(u6)
assert abs(np.angle(np.prod(ov)) - F6[1, 3]) < 1e-10
print(f"plaquette F = {F6[1,3]:.6f} rad")
print(f"6x6: C_lat = {F6.sum()/(2*pi):.10f}, max|F| = {abs(F6).max():.4f} rad, min overlap = {mn:.4f}")
Fg, ng, _m = closed_field(u6 * np.exp(1j * rng.uniform(0, 2 * pi, (6, 6, 1))))
ng = np.round(ng)
print(f"6x6 random gauge: nonzero n = {int((ng != 0).sum())}, sum n = {int(ng.sum())}")
assert abs(Fg - F6).max() < 1e-10 and ng.sum() == C_formula(*par) == 1
assert chern(6, par, 1) == -1
print("6x6 upper band C_lat =", chern(6, par, 1))

# open patch, jittered mesh, site-position basis
g13 = 2 * pi * np.arange(13) / 12
cp = open_field(band(ham(g13[:7, None], g13[None, :], *par)))[0].sum() / (2 * pi)
assert abs(cp - round(cp)) > 0.01
print(f"open patch 0<=th1<=pi (step pi/6): sum F/2pi = {cp:.6f}")
jx = 2 * pi * (np.arange(15) + rng.uniform(-.4, .4, 15)) / 15
jy = 2 * pi * (np.arange(20) + rng.uniform(-.4, .4, 20)) / 20
cj = closed_field(band(ham(jx[:, None], jy[None, :], *par)))[0].sum() / (2 * pi)
assert abs(cj - 1) < 1e-9
He = ham(g13[:, None], g13[None, :], *par)
He[..., 0, 1] *= np.exp(1j * (g13[:, None] + g13[None, :]) / 3)
He[..., 1, 0] = np.conj(He[..., 0, 1])
Fe = open_field(band(He))[0]
dF = abs(Fe - closed_field(mesh_states(12, par))[0]).max()
assert abs(Fe.sum() / (2 * pi) - 1) < 1e-9 and dF > 1e-3
print(f"jittered 15x20: C_lat = {cj:.8f}")
print(f"site basis 12x12: C_lat = {Fe.sum()/(2*pi):.8f}, max change of F = {dF:.4f} rad")

# continuum limit
x0, y0 = 1.9, 4.0
om = omega(x0, y0, par)
d = dvec(ham(x0, y0, *par))
d1, d2 = (dvec(h) for h in dH(x0, y0, par))
assert abs(om + 0.5 * d @ np.cross(d1, d2) / np.linalg.norm(d) ** 3) < 1e-8
err = []
for h in (0.08, 0.04):
    c = np.array([-h / 2, h / 2])
    err.append(open_field(band(ham(x0 + c[:, None], y0 + c[None, :], *par)))[0][0, 0] / h**2 - om)
assert 3.8 < err[0] / err[1] < 4.2
print(f"Omega({x0},{y0}) = {om:.6f}; F/h^2-Omega = {err[0]:.3e} (h=0.08), {err[1]:.3e} (h=0.04)")
gm = 2 * pi * (np.arange(96) + 0.5) / 96
for pr in (par, (1.5, phi, t2), (M, -phi, t2)):
    cq = omega(gm[:, None], gm[None, :], pr).mean() * 2 * pi
    assert abs(cq - C_formula(*pr)) < 1e-6
    print(f"quadrature C (M={pr[0]} t1, phi={pr[1]:.4f} rad) = {cq:.8f}")

# adiabatic pump: th2 swept by 2pi, mean displacement in cells along a1
T, steps = 300.0, 6000
dt = T / steps
ramp = lambda s: 2 * pi * s - np.sin(2 * pi * s)
x1 = 2 * pi * np.arange(48) / 48
Hm = ham(x1[None, :], ramp((np.arange(steps) + 0.5) / steps)[:, None], *par)
Hm -= 0.5 * np.trace(Hm, axis1=-2, axis2=-1)[..., None, None] * np.eye(2)
En = np.linalg.norm(dvec(Hm), axis=-1)[..., None, None]
prop = np.cos(En * dt) * np.eye(2) - 1j * np.sin(En * dt) / En * Hm
psi = np.empty((steps + 1, 48, 2), complex)
psi[0] = band(ham(x1, 0.0, *par))
for i in range(steps):
    psi[i + 1] = np.einsum('kij,kj->ki', prop[i], psi[i])
yn = ramp(np.arange(steps + 1) / steps)[:, None]
vel = (ham(x1[None, :] + eps, yn, *par) - ham(x1[None, :] - eps, yn, *par)) / (2 * eps)
vm = np.einsum('tki,tkij,tkj->tk', np.conj(psi), vel, psi).real.mean(1)
shift = dt * (vm.sum() - 0.5 * (vm[0] + vm[-1]))
assert abs(shift - 1) < 0.03   # finite sweep rate and time step
print(f"pumped shift (T = {T:.0f} hbar/t1) = {shift:.4f} cells")
print(f"sigma_xy = {chern(6, par)} e^2/h = {chern(6, par)*constants.e**2/constants.h:.6e} S")

# wrong integers on coarse meshes
assert chern(2, par) == 0
print("2x2 mesh: C_lat =", chern(2, par))
near = (0.95 * M0, phi, t2)
cs = {N: chern(N, near) for N in range(2, 15)}
assert all(cs[N] == 0 for N in (4, 5, 7, 8)) and all(cs[N] == 1 for N in (6, 9, 12, 13, 14))
for N in (4, 5, 7, 8):
    gN = 2 * pi * np.arange(N) / N
    assert dvec(ham(gN[:, None], gN[None, :], *near))[..., 2].min() > 0
print(f"M = 0.95 M0 = {near[0]:.6f} t1, C_lat for N=2..14:", *cs.values())

# phase map
count = 0
for tt in (0.2, 0.6):
    for p in (np.arange(16) + 0.5) * 2 * pi / 16:
        for m in np.linspace(-6.5, 6.5, 21) * tt:
            assert chern(12, (m, p, tt)) == C_formula(m, p, tt)
            count += 1
print("phase-map points agreeing with the formula (N=12):", count)

def jump(N, p, lo, hi, it):
    clo = chern(N, (lo, p, t2))
    assert abs(clo) == 1 and chern(N, (hi, p, t2)) == 0
    for _ in range(it):
        mid = 0.5 * (lo + hi)
        if chern(N, (mid, p, t2)) == clo:
            lo = mid
        else:
            hi = mid
    return 0.5 * (lo + hi)
coef = 8 * pi**2 / 15
print(f"8 pi^2/15 = {coef:.5f}")
for deg in (30, 60, 90, 135, -60):
    p = np.radians(deg)
    b = abs(M0_of(p, t2))
    m12, m20 = jump(12, p, 0.1, 1.4, 34), jump(20, p, 0.1, 1.4, 24)
    assert abs(m12 - b) < 1e-8
    assert abs((1 - m20 / b) * 400 - coef) < 0.3 * coef   # leading order only at N=20
    print(f"phi={deg} deg: |M0|={b:.6f}, N=12 {m12:.6f}, N=20 {m20:.6f}, law {b*(1-coef/400):.6f} t1")
for Na, Nb in ((40, 160), (44, 176)):
    ga, gb = ((1 - jump(N, phi, M0 * (1 - 8 / N**2), M0 * (1 - 3 / N**2), 14) / M0) * N**2
              for N in (Na, Nb))
    ex = (4 * gb - ga) / 3   # removes the 1/N term
    assert abs(ex - coef) < 0.02 * coef
    print(f"N^2(1-Mc/M0): N={Na} {ga:.3f}, N={Nb} {gb:.3f}, extrapolated {ex:.3f}")

# Chern band without a global gap
pm = (0.0, 0.3, 0.6)
E = np.linalg.eigvalsh(ham(X[::5, ::5], Y[::5, ::5], *pm))
glob, direct = E[..., 1].min() - E[..., 0].max(), (E[..., 1] - E[..., 0]).min()
assert glob < 0 < direct and chern(24, pm) == C_formula(*pm) == 1
print(f"M=0, phi=0.3 rad, t2=0.6 t1: C_lat = {chern(24, pm)}")
print(f"  min direct gap {direct:.4f} t1, global gap {glob:.4f} t1")
print("tests ok")
```

Output:

```
integers met on 200 random-vector meshes: [-4, -3, -2, -1, 0, 1, 2, 3]
inputs: t1 = 1, t2 = 0.2 t1, phi = 1.570796 rad, M = 0.5 t1
M0 = 3 sqrt3 t2 sin(phi) = 1.039230 t1
K: mass -0.539230 t1, gap 1.078461 t1, Jacobian 0.866025 t1^2
K': mass 1.539230 t1, gap 3.078461 t1, Jacobian -0.866025 t1^2
corner (1,3) pi/3: d = (0.5000, 0.8660, -0.1928) t1
corner (2,3) pi/3: d = (-0.5000, 0.8660, -0.1928) t1
corner (2,4) pi/3: d = (-0.0000, 0.0000, -0.5392) t1
corner (1,4) pi/3: d = (1.0000, 0.0000, -0.1928) t1
overlap moduli round loop: 0.8712 0.7711 0.7711 0.8712
link phases, A part real >0 (rad): 0.4147 0.0000 -0.0000 0.4147
plaquette F = 0.829439 rad
6x6: C_lat = 1.0000000000, max|F| = 1.2128 rad, min overlap = 0.7711
6x6 random gauge: nonzero n = 9, sum n = 1
6x6 upper band C_lat = -1
open patch 0<=th1<=pi (step pi/6): sum F/2pi = 0.691669
jittered 15x20: C_lat = 1.00000000
site basis 12x12: C_lat = 1.00000000, max change of F = 0.0867 rad
Omega(1.9,4.0) = 1.355461; F/h^2-Omega = -2.192e-03 (h=0.08), -5.483e-04 (h=0.04)
quadrature C (M=0.5 t1, phi=1.5708 rad) = 1.00000000
quadrature C (M=1.5 t1, phi=1.5708 rad) = 0.00000000
quadrature C (M=0.5 t1, phi=-1.5708 rad) = -1.00000000
pumped shift (T = 300 hbar/t1) = 0.9989 cells
sigma_xy = 1 e^2/h = 3.874046e-05 S
2x2 mesh: C_lat = 0
M = 0.95 M0 = 0.987269 t1, C_lat for N=2..14: 0 1 0 0 1 0 0 1 0 1 1 1 1
phase-map points agreeing with the formula (N=12): 672
8 pi^2/15 = 5.26379
phi=30 deg: |M0|=0.519615, N=12 0.519615, N=20 0.513024, law 0.512777 t1
phi=60 deg: |M0|=0.900000, N=12 0.900000, N=20 0.888584, law 0.888156 t1
phi=90 deg: |M0|=1.039230, N=12 1.039230, N=20 1.026049, law 1.025555 t1
phi=135 deg: |M0|=0.734847, N=12 0.734847, N=20 0.725526, law 0.725177 t1
phi=-60 deg: |M0|=0.900000, N=12 0.900000, N=20 0.888584, law 0.888156 t1
N^2(1-Mc/M0): N=40 5.373, N=160 5.290, extrapolated 5.263
N^2(1-Mc/M0): N=44 5.173, N=176 5.240, extrapolated 5.263
M=0, phi=0.3 rad, t2=0.6 t1: C_lat = 1
  min direct gap 1.8427 t1, global gap -1.2375 t1
tests ok
```
